# Trans influence from two donors sharing one metal acceptor orbital

Two ligands A and B sit on opposite sides of a metal atom. Each offers one filled donor orbital, of energy $\varepsilon_A$ or $\varepsilon_B$, to the same empty metal orbital M, of energy $\varepsilon_M$. The three orbitals are taken as orthonormal, A and B have no direct matrix element, and electron repulsion enters only through the chosen orbital energies. With the phases chosen so that bonding combinations have coefficients of equal sign, the Hamiltonian in the order A, B, M is

$$
H=\begin{pmatrix}\varepsilon_A&0&-V_A\\0&\varepsilon_B&-V_B\\-V_A&-V_B&\varepsilon_M\end{pmatrix},\qquad V_A,V_B>0 .
$$

Four electrons, one pair from each donor, fill the two lowest orbitals. The strength of the B–M bond is measured in two ways. The bond order is $P_B=2\sum_{\rm occ}c_Mc_B$, where the factor 2 counts spin, and $P_A$ is defined likewise. The removal energy $D_B$ is the rise in total energy when $V_B$ is set to zero with all else fixed, B keeping its electron pair. The claim is that raising $V_A$ alone lowers both $P_B$ and $D_B$, provided that neither donor level lies above the acceptor level. Without that condition it can fail.

Take first equal donors, with $\varepsilon_A=\varepsilon_B=0$ and $\varepsilon_M=\Delta>0$. Define $V=\sqrt{V_A^2+V_B^2}$ and the two donor combinations

$$
|b\rangle=\frac{V_A|A\rangle+V_B|B\rangle}{V},\qquad |n\rangle=\frac{V_B|A\rangle-V_A|B\rangle}{V}.
$$

They are normalized and orthogonal, and both have energy zero. Their couplings to the metal are

$$
\langle M|H|b\rangle=-\frac{V_A^2+V_B^2}{V}=-V,\qquad \langle M|H|n\rangle=\frac{-V_AV_B+V_BV_A}{V}=0 .
$$

So $n$ is a nonbonding level at zero energy, and the rest is a two-level problem with $E(E-\Delta)=V^2$. Its roots are

$$
E_\pm=\frac{\Delta\pm W}{2},\qquad W=\sqrt{\Delta^2+4V_A^2+4V_B^2}.
$$

Since $W>\Delta$, the order is $E_-<0<E_+$, and the filled orbitals are $E_-$ and $n$. In the lower orbital the $b$ row of the eigenvalue equation reads $-Vc_M=E_-c_b$, so $c_M=|E_-|c_b/V$. Normalization gives $c_b^2=V^2/(V^2+E_-^2)$. The product of the roots is $E_+E_-=-V^2$, hence $V^2=|E_-|E_+$ and $V^2+E_-^2=|E_-|(E_++|E_-|)=|E_-|W$. Therefore

$$
c_Mc_b=\frac{|E_-|V}{|E_-|W}=\frac VW,\qquad c_M^2=\frac{|E_-|}{W}=\frac{W-\Delta}{2W}.
$$

The coefficient on B is $c_B=c_bV_B/V$, and $n$ contributes nothing because it has no metal part. Thus

$$
P_B=\frac{2V_B}{W},\qquad P_A=\frac{2V_A}{W}.
$$

Differentiating $W^2$ gives $\partial W/\partial V_A=4V_A/W$, and so

$$
\frac{\partial P_B}{\partial V_A}=-\frac{2V_B}{W^2}\,\frac{4V_A}{W}=-\frac{8V_AV_B}{W^3}<0,
$$

$$
\frac{\partial P_A}{\partial V_A}=\frac2W-\frac{8V_A^2}{W^3}=\frac{2(\Delta^2+4V_B^2)}{W^3}>0 .
$$

The strengthened donor gains bond order and the opposite donor loses it. The two are tied by $P_A^2+P_B^2=4V^2/W^2=1-\Delta^2/W^2$, which stays below one: a single acceptor orbital has a limited bonding capacity to divide.

The charge given up by B tells the same story. The metal holds $2c_M^2=(W-\Delta)/W$ electrons, all of which come from $b$, so B supplies the fraction $V_B^2/V^2$ of them. With $4V^2=W^2-\Delta^2=(W-\Delta)(W+\Delta)$,

$$
q_B=\frac{W-\Delta}{W}\,\frac{V_B^2}{V^2}=\frac{4V_B^2}{W(W+\Delta)} .
$$

This falls as $V_A$ grows, although the metal's total population $1-\Delta/W$ rises.

The total energy is $2E_-+2\cdot0=\Delta-W$. Writing $W_0=\sqrt{\Delta^2+4V_A^2}$ for the value of $W$ without B,

$$
D_B=W-W_0=\frac{W^2-W_0^2}{W+W_0}=\frac{4V_B^2}{W+W_0},\qquad
\frac{\partial D_B}{\partial V_A}=4V_A\left(\frac1W-\frac1{W_0}\right)<0 .
$$

Two limits show how the competition arises. For $V\ll\Delta$, the expansion $W\simeq\Delta+2V^2/\Delta-2V^4/\Delta^3$ gives

$$
D_B\simeq\frac{2V_B^2}{\Delta}-\frac{2V_B^4+4V_A^2V_B^2}{\Delta^3}.
$$

At second order the donors act independently; the trans influence first appears at fourth order, through the term in $V_A^2V_B^2$. In the opposite limit, $V_A\gg\Delta,V_B$, both $W$ and $W_0$ approach $2V_A$, so $P_B\simeq V_B/V_A$ and $D_B\simeq V_B^2/V_A$. The bond to B then fades but does not vanish at any finite $V_A$.

Real opposite ligands seldom have equal donor levels. The general case is simplest when the single empty orbital is followed in place of the two filled ones. The three eigenvectors form a complete orthonormal set, so the sum of $c_Mc_B$ over all of them is zero, and $P_B=-2c_Mc_B$ with the coefficients of the top orbital. Let its energy be $E$, and assume $\varepsilon_A,\varepsilon_B\le\varepsilon_M$. The block formed by M and B alone already has an eigenvalue above $\varepsilon_M$, and by the variational principle $E$ is at least as high. Hence $g_i=1/(E-\varepsilon_i)$ is positive and finite for $i=A,B$. The donor rows give $c_i=-V_ig_ic_M$. The metal row and normalization then give

$$
E-\varepsilon_M=\sum_iV_i^2g_i,\qquad c_M^2=\frac1S,\qquad S=1+\sum_iV_i^2g_i^2,
$$

and the bond order is $P_B=2V_Bg_B/S$.

To differentiate, put $x_i=V_i^2$. Since $\partial g_j/\partial E=-g_j^2$, the energy condition yields

$$
\frac{\partial E}{\partial x_A}=g_A-\frac{\partial E}{\partial x_A}\sum_jx_jg_j^2
\quad\Longrightarrow\quad \frac{\partial E}{\partial x_A}=\frac{g_A}{S},
$$

and likewise for B. Thus $\partial E/\partial V_B=2V_Bg_B/S=P_B$. With $T=\sum_jx_jg_j^3$, the further derivatives are

$$
\frac{\partial g_B}{\partial x_A}=-\frac{g_B^2g_A}{S},\qquad
\frac{\partial S}{\partial x_A}=g_A^2-\frac{2Tg_A}{S}.
$$

The quotient rule for $g_B/S$, with $\partial x_A/\partial V_A=2V_A$ and the prefactor $2V_B$, gives

$$
\frac{\partial P_B}{\partial V_A}=-\frac{4V_AV_Bg_Ag_B}{S^2}\left[g_A+g_B-\frac{2T}{S}\right].
$$

It remains to show that the bracket is positive. Because neither donor lies above M, $g_i\le1/(E-\varepsilon_M)$, and

$$
S-1=\sum_ix_ig_i^2\le\frac{1}{E-\varepsilon_M}\sum_ix_ig_i=1 .
$$

So $S\le2$: the empty orbital is at least half metal. Let $g_{\max}$ be the larger of $g_A$ and $g_B$. Then $T\le g_{\max}(S-1)$, and

$$
\frac{2T}{S}\le g_{\max}\frac{2(S-1)}{S}\le g_{\max}.
$$

The bracket is therefore at least the smaller of $g_A$ and $g_B$, which is positive. This proves the statement about bond order. In 400 random cases, with donor levels up to 8 eV below M and couplings between 0.2 and 5 eV, the slope obtained by diagonalization was negative each time; the value nearest zero was $-3.3\times10^{-3}$ per eV.

The energy statement follows. The total energy is twice the trace of $H$ minus $2E$, and the trace does not depend on the couplings. Hence

$$
D_B=2\left[E(V_A,V_B)-E(V_A,0)\right]=2\int_0^{V_B}P_B(V_A,v)\,dv .
$$

The integrand falls with $V_A$ for every $v>0$, so $D_B$ falls too. Differentiating the first form, with $\partial E/\partial V_A=P_A$, gives a reciprocity relation:

$$
\frac{\partial D_B}{\partial V_A}=2\left[P_A(V_A,V_B)-P_A(V_A,0)\right].
$$

Strengthening A weakens the hold on B because A itself bonds better once B has gone.

The condition on the levels has a clear meaning. Suppose A lies far above M, and let $V_A$ be zero at first. The four electrons then fill both the bonding and the antibonding B–M orbitals, and $P_B$ vanishes. Coupling to A mixes some metal character into the empty orbital and so creates a B–M bond. For levels of 4, $-5$ and 0 eV for A, B and M, with $V_B=1$ eV, raising $V_A$ from 0.5 to 1.0 eV raises $P_B$ from 0.003 to 0.012. In this filling A is mainly an empty orbital, not a donor.

For a worked example, take $\Delta=5$ eV, $V_B=2$ eV and equal donor levels, and raise $V_A$ from 2 to 3 eV. These are rough values meant for the regime of a square-planar platinum(II) alkyl precursor in which a neutral donor B stands opposite a ligand A, the stronger A representing an alkyl group. At fixed geometry,

$$
W=\sqrt{25+16+16}=7.550\ \text{eV}\quad\longrightarrow\quad W=\sqrt{25+36+16}=8.775\ \text{eV}.
$$

The bond order $P_B=4\ \text{eV}/W$ falls from 0.530 to 0.456, or by 14 % of its first value, while $P_A$ rises from 0.530 to 0.684. The charge given by B falls from 0.169 to 0.132 electrons. The removal energies are

$$
D_B=7.550-6.403=1.147\ \text{eV}\quad\longrightarrow\quad D_B=8.775-7.810=0.965\ \text{eV},
$$

a loss of 0.182 eV, or 17.6 kJ/mol. The fourth-order term alone would give a loss of $4V_B^2(9-4)\,\text{eV}^2/\Delta^3=0.64$ eV, more than three times too large. The series for $W$ converges only for $4V^2/\Delta^2\le1$, and this quantity is 1.28 already at the weaker coupling, so the expansion explains the origin of the effect but cannot give its size here at any order.

A weaker bond should also be longer. For equal donors let B move outward by $x$, with $V_B$ replaced by $V_Be^{-\beta x}$ and a core repulsion $Re^{-\rho x}$ added, while the A–M distance stays fixed. The energy is $U(x)=\Delta-W(x)+Re^{-\rho x}$, where $W(x)$ contains the reduced coupling. Since $dW/dx=-4\beta V_B^2e^{-2\beta x}/W(x)$,

$$
\frac{dU}{dx}=\frac{4\beta V_B^2e^{-2\beta x}}{W(x)}-\rho Re^{-\rho x}.
$$

Choose $R$ so that $x=0$ is stationary for the weaker A, where $W=W_{\rm ref}$. Then $R=4\beta V_B^2/(\rho W_{\rm ref})$, and

$$
\frac{dU}{dx}=4\beta V_B^2e^{-\rho x}\left[\frac{e^{(\rho-2\beta)x}}{W(x)}-\frac1{W_{\rm ref}}\right].
$$

For $\rho>2\beta$ the bracket rises steadily with $x$, from negative to positive values, so there is one stationary point and it is a minimum. With a stronger A, $W(0)>W_{\rm ref}$ makes the bracket negative at $x=0$, and the minimum moves outward. For the chosen round values $\beta=1$ Å$^{-1}$ and $\rho=3$ Å$^{-1}$, $R=16/(3\times7.550)=0.706$ eV and the bond lengthens by 0.127 Å. With the repulsion included, the removal energy falls from 0.440 to 0.275 eV. The loss, 0.165 eV, is close to the fixed-geometry value, but it is now a much larger fraction of the bond energy.

The argument rests on both donors sharing one acceptor orbital, and geometry enters nowhere else. In a square-planar complex a lone s or $d_{x^2-y^2}$ acceptor is shared by all four ligands. Since the sign of each coupling can be absorbed in the phase of the donor orbital, a stronger A then weakens an adjacent (cis) bond just as much as an equivalent opposite one. The opposite ligand is singled out when M is directed along one axis. If s and $d_{x^2-y^2}$ have equal energies and couplings of equal size, $(s+d)/\sqrt2$ couples only to the ligands on $x$ and $(s-d)/\sqrt2$ only to those on $y$, so each axis is the three-orbital problem above. With unequal s and d levels some cis weakening generally remains. The sharing can also be undone along the axis itself. Let the metal also offer an empty p orbital P, degenerate with M, which changes sign across the metal and so couples by $-V_A$ to A and $+V_B$ to B. The hybrids $h_A=(M+P)/\sqrt2$ and $h_B=(M-P)/\sqrt2$ are uncoupled from each other because M and P have equal energies. Moreover,

$$
\langle A|H|h_A\rangle=-\sqrt2V_A,\quad \langle B|H|h_B\rangle=-\sqrt2V_B,\quad \langle A|H|h_B\rangle=\langle B|H|h_A\rangle=0 .
$$

Each donor now has its own acceptor, $D_B=\sqrt{\Delta^2+8V_B^2}-\Delta$ does not contain $V_A$, and the trans influence disappears. A p orbital 3 eV above M with half the couplings gives a result between these two cases: the fixed-geometry loss of $D_B$ drops from 0.182 to 0.114 eV.

The next four changes move the loss less for these parameters. Donor–metal overlaps of 0.05 per eV of coupling, with matrix elements $-V_i+s_i\Delta/2$ for overlap $s_i$, give 0.164 eV, though they lower $D_B$ itself to 0.81 and 0.65 eV. A repulsion of 5 eV between two electrons in M, treated by full diagonalization within the three orbitals, gives 0.176 eV. A direct A–B element of $-0.1$ or $+0.1$ eV, removed together with $V_B$ when B is taken away, gives 0.188 or 0.176 eV. Raising the A level by 1 eV at both couplings gives 0.191 eV. If the level is raised only for the stronger donor, $D_B$ goes from 1.147 to 0.896 eV, a loss of 0.25 eV; this shifts the loss by about as much as the higher p orbital does, but upward. Thermal excitation is negligible: at 400 K, $k_BT=0.034$ eV, and the gap from the nonbonding level to the empty one is 6.27 eV at the weaker coupling.

In real square-planar platinum(II) complexes, a strong σ donor such as an alkyl group does lengthen the bond opposite it, roughly by a tenth of an ångström, so the model's shift has a reasonable size; with $\beta$ and $\rho$ chosen as round numbers, it is not a prediction. The relaxed removal energies of 0.3 to 0.4 eV are low for a metal–ligand bond, for which 1 eV or more is typical as a rough figure. The model leaves out electrostatic attraction, π bonding, the other two ligands and any solvent. Among the simplifications sized here, two matter most: the single acceptor, since the p orbital removes over a third of the loss, and the equal donor levels, since a level raised only for the stronger donor adds about as much. For precursor design, the model supports placing a strong σ donor opposite a ligand that should leave easily, if the two share one dominant acceptor directed along their axis and little used by the cis ligands, and the other contributions to the bond change little. It does not give a decomposition rate, which depends on the transition state and may involve an incoming ligand or a surface. The full set of values is in the numerical output.

## Computed values

```
inputs: delta = 5.0 eV, VB = 2.0 eV
VA = 2.0 eV: W = 7.5498 eV
  lowest, top level = -1.2749, 6.2749 eV
  bond orders PA, PB = 0.5298, 0.5298
  charge given by B = 0.1689 electrons
  removal energy DB = 1.1467 eV
  dPB/dVA = -0.07436 per eV, dDB/dVA = -0.1898
VA = 3.0 eV: W = 8.7750 eV
  lowest, top level = -1.8875, 6.8875 eV
  bond orders PA, PB = 0.6838, 0.4558
  charge given by B = 0.1324 electrons
  removal energy DB = 0.9647 eV
  dPB/dVA = -0.07104 per eV, dDB/dVA = -0.1689
relative fall of PB = 14.0 %
fall of DB = 0.1820 eV = 17.6 kJ/mol
random unequal-donor cases tested = 400
largest dPB/dVA among them = -3.30e-03 per eV
counterexample: levels A, B, M = 4, -5, 0 eV; VB = 1 eV
  PB at VA = 0.5, 1.0 eV: 0.00347, 0.01196
decay constants beta, rho = 1.0, 3.0 per angstrom
repulsion prefactor R = 0.7064 eV
B-M bond lengthening = 0.1266 angstrom
relaxed DB, weak and strong A = 0.4403, 0.2752 eV
overlap per coupling = 0.05 per eV
acceptor repulsion U = 5.0 eV
rise of A level = 1.0 eV
p level above M = 3.0 eV, coupling ratio = 0.5
DB at weak A, at strong A, and its fall (eV):
  three-orbital model: 1.1467, 0.9647, 0.1820
  with overlap: 0.8097, 0.6457, 0.1640
  with acceptor repulsion U: 1.0872, 0.9112, 0.1760
  direct A-B element -0.1 eV: 1.1133, 0.9254, 0.1879
  direct A-B element +0.1 eV: 1.1809, 1.0048, 0.1760
  A level raised: 1.0877, 0.8964, 0.1913
  with higher p acceptor: 1.4293, 1.3148, 0.1145
fall with equal degenerate p acceptor = 8.9e-16 eV
kT at 400 K = 0.0345 eV
orbital gap at weak A = 6.2749 eV = 182 kT
```
